Adiabatic electrocaloric temperature change with a field-dependent heat capacity, part 1

(Sections cited here and not found follow in the second part.)

## First half: the thermodynamic law

### 1. Which heat capacity belongs in the denominator?

To estimate how much a ferroelectric film warms when a field is applied, one takes the isothermal entropy change, multiplies it by the temperature and divides by a heat capacity. At that last step a decision has to be made. The heat capacity may be taken at zero field, at the full field, or with its polar part left out. In the worked examples of the second half these choices differ by up to 12.5 per cent of the non-polar value, and the predicted warming changes with them.

Thermodynamics settles the matter. The heat capacity at constant field and the polarization both follow from one free energy, so once the polarization is known as a function of temperature and field, the field dependence of the heat capacity is fixed as well. The calculation must respect this link, or it must show that the error made by ignoring it is small.

### 2. The system and its electrical work

Consider a homogeneous dielectric at temperature T in a macroscopic internal field E. The polarization component along the field is P. Entropy S, internal energy U and heat capacity are counted per unit volume of a fixed reference state. The film is held at fixed strain, so that no mechanical work is done. Under fixed stress the same derivation holds with the elastic enthalpy in place of U, and every derivative below is then taken at fixed stress. The two cases have different heat capacities and different polarization curves, and data from one must not be combined with data from the other. A real film on a thick substrate usually lies between them, held in its plane and free to change its thickness, and it needs data taken under that constraint.

In Gaussian units the total energy, including that of the field, changes by

dU_tot = T dS + (1/4π) E dD, with D = E + 4πP.

Inserting D gives

dU_tot = T dS + d(E²/8π) + E dP.

The middle term is the energy that the same field would have in vacuum. It depends on neither temperature nor entropy. Subtracting it, with U = U_tot − E²/8π, leaves

dU = T dS + E dP.   (1)

In SI units D = ε₀E + P and the work is E dD. The vacuum term is then d(ε₀E²/2), and what remains is again E dP. All equations that follow therefore have the same form in both systems. SI units are used for the numbers, because film fields and polarizations are naturally stated in V/m and C/m². As a check, (V/m)(C/m²) = J/m³.

Equation (1) holds for reversible changes. The word "adiabatic" below means reversible and without heat exchange, so that S stays constant. Section 9 treats what happens when reversibility is lost.

### 3. The Maxwell relation

The experimenter controls T and E, whereas equation (1) has S and P as its variables. A Legendre transformation exchanges them. Define

G = U − TS − EP.

Its differential is

dG = dU − T dS − S dT − E dP − P dE.

Substituting equation (1) cancels T dS and E dP, and

dG = −S dT − P dE.   (2)

Hence S = −(∂G/∂T)_E and P = −(∂G/∂E)_T. Where G is smooth, the order of its second derivatives does not matter. Differentiating S with respect to E and P with respect to T gives minus the same mixed derivative, so

(∂S/∂E)_T = (∂P/∂T)_E.   (3)

If the polarization at fixed field falls on warming, the right side is negative. A field applied at constant temperature then lowers the entropy, and the material gives heat to its surroundings. If that heat cannot leave, the material warms.

### 4. The adiabatic law

The heat capacity at constant field is

C_E(T,E) = T (∂S/∂T)_E.   (4)

With S regarded as a function of T and E, equations (3) and (4) give its full differential:

dS = (C_E/T) dT + (∂P/∂T)_E dE.   (5)

Setting dS = 0 and solving for dT gives

dT/dE|_S = −[T/C_E(T,E)] (∂P/∂T)_E.   (6)

This is a differential equation for a path T(E). Its right side must be evaluated at the current temperature and the current field. As the field grows, T changes, ∂P/∂T changes and C_E changes.

The sign follows from C_E > 0. In a canonical ensemble at fixed field this can be seen directly. Let εₙ be the energy levels at that field, with −E times the dipole moment included, and let pₙ be their probabilities, proportional to exp(−εₙ/k_BT). Differentiating the normalized probabilities gives

dpₙ/dT = pₙ (εₙ − ⟨ε⟩)/(k_BT²).

Therefore

d⟨ε⟩/dT = Σₙ εₙ dpₙ/dT = (⟨ε²⟩ − ⟨ε⟩²)/(k_BT²).

This is the heat capacity of the whole system at constant field. It is a variance divided by a positive number, so it is positive unless all occupied levels coincide. With C_E > 0, the temperature rises with field where ∂P/∂T is negative and falls where it is positive.

### 5. The heat capacity cannot be chosen freely

Differentiate equation (4) with respect to E at constant T:

(∂C_E/∂E)_T = T ∂²S/∂E∂T.

Exchange the order of the derivatives and use equation (3):

(∂C_E/∂E)_T = T (∂²P/∂T²)_E.   (7)

Integration from E1 to E at fixed T gives

C_E(T,E) = C_E(T,E1) + T ∫_{E1}^{E} (∂²P/∂T²) dE′.   (8)

The slope of P against T produces the electrocaloric effect, and its curvature changes the heat capacity. A field-independent heat capacity is thus consistent with the data if P is a linear function of T at every field used. Near a polar transition P(T) is curved, and the assumption needs a check.

There is also a structural reason to respect equation (7). Equation (5) is the differential of a state function because its two coefficients satisfy

∂(C_E/T)/∂E = ∂(∂P/∂T)/∂T,

which is equation (7) divided by T. If C_E is replaced by a function of temperature alone while the measured P(T,E) is kept, the left side becomes zero and the right side does not. The resulting "entropy" then depends on the route taken between two states. A refrigeration cycle computed with it would in general show an entropy surplus or deficit that comes from the approximation and has no physical source. The defect can cancel by accident when the curvature of P(T) changes sign inside the cycle.

### 6. Two finite forms

Let the field go from E1 to E2 and the temperature from T1 to T2. Because S is a state function, any convenient route may be used to compare the end states, although the real process follows the isentrope.

On the first route, the temperature is changed at the initial field and then the field is changed at the final temperature. The total entropy change is zero, so

∫_{T1}^{T2} [C_E(T,E1)/T] dT = −∫_{E1}^{E2} (∂P/∂T)_E(T2,E) dE.   (9)

On the second route, the field is changed at the initial temperature and then the temperature is changed at the final field:

∫_{T1}^{T2} [C_E(T,E2)/T] dT = −∫_{E1}^{E2} (∂P/∂T)_E(T1,E) dE.   (10)

Both equations contain the field dependence of the heat capacity in full. Equation (9) needs C_E at the initial field alone, but its right side must be taken at the unknown final temperature. Equation (10) uses the isothermal entropy change at the known starting temperature, and pays for this by needing the heat capacity at the final field.

The left side of equation (10) increases with T2, because its integrand is positive. Its right side does not contain T2. There is therefore at most one solution.

An estimate that pairs the initial-field heat capacity with the entropy change at the initial temperature takes one ingredient from each equation, and it corresponds to neither route.

### 7. The small-change formula and its next term

Write θ = T2 − T1 and let

ΔS = ∫_{E1}^{E2} (∂P/∂T)_E(T1,E) dE

be the isothermal entropy change at the starting temperature. Define f(T) = C_E(T,E2)/T. Equation (10) reads

∫_{T1}^{T1+θ} f(T) dT = −ΔS.

Expanding f about T1 and integrating gives

f(T1) θ + f′(T1) θ²/2 + O(θ³) = −ΔS.

The leading solution is

θ1 = −T1 ΔS/C_E(T1,E2).   (11)

So the heat capacity that belongs with the isothermal entropy change at T1 is the one at the final field. For the next term, divide the expanded equation by f(T1) and replace θ² by θ1², which changes the result at third order:

θ = θ1 − [f′(T1)/f(T1)] θ1²/2 + O(θ1³).

The logarithmic derivative of f = C_E/T is

f′/f = (∂C_E/∂T)/C_E − 1/T,

and hence

θ = θ1 + (θ1²/2) [1/T1 − (∂C_E/∂T)/C_E] + O(θ1³),   (12)

with the bracket evaluated at (T1,E2). The term 1/T1 appears because the same entropy corresponds to more heat at a higher temperature. The other term corrects for the change of the heat capacity during the warming.

Equation (9) must lead to the same first-order result, and it is useful to see how. Abbreviate C1 = C_E(T1,E1) and C2 = C_E(T1,E2). The isothermal entropy change is S(T,E2) − S(T,E1), so its temperature derivative at T1 is (C2 − C1)/T1. To first order in θ, equation (9) becomes

C1 θ/T1 = −ΔS − θ (C2 − C1)/T1.

Moving the last term to the left cancels C1 and leaves C2 θ/T1 = −ΔS, which is equation (11). The shift of the entropy change between T1 and T2 supplies the missing part of the heat capacity.

The estimate with the initial-field heat capacity is θ_frozen = −T1 ΔS/C1. It differs from equation (11) by the factor

θ_frozen/θ1 = C2/C1.   (13)

This factor does not tend to one merely because θ is small compared with T1. It tends to one when the last term of equation (8), including its factor T and taken at T1 and E2, is small compared with C1.

### 8. A check without Landau theory

The relations above do not depend on a particular form of the free energy. They were tested on four coupled two-state dipoles in a row, with the dimensionless Hamiltonian

H = −Σⱼ Xⱼ − 0.6 Σⱼ ZⱼZⱼ₊₁ − E Σⱼ Zⱼ.

Here Zⱼ = ±1 is the direction of dipole j, Xⱼ flips it by tunnelling, and k_B = 1. The 16 levels were found by diagonalization. The entropy was computed as −Σ pₙ ln pₙ, the heat capacity from the energy variance, and the polarization as the thermal mean of Σ Zⱼ.

Equations (3) and (7) were tested by finite differences at one state. Then equation (6) was integrated from E = 0 to E = 2, starting at T = 1.5. The final temperature was 3.744. The entropy, computed separately from the level probabilities at the two ends, was 1.95461 in both cases. Both finite forms were also tested by quadrature between these end states. Since the temperature more than doubles, this is a test of the full law and not of its small-change limit.

### 9. Losses and abrupt transitions

Suppose that friction of domain walls, leakage current or another loss produces an entropy s > 0 during a thermally isolated field change. The final state then obeys

S(T2′,E2) = S(T1,E1) + s,

whereas the reversible final state obeys S(T2,E2) = S(T1,E1). Because S increases with T at fixed field, T2′ is larger than T2. For small s the excess is

T2′ − T2 ≈ T2 s/C_E(T2,E2).

Where ∂P/∂T is negative, loss therefore adds to the warming when the field is applied, and reduces the cooling when it is removed.

A first-order transition breaks a different assumption, the smoothness of G. Let phases a and b coexist along a line E_t(T). Their values of G are equal on the line, so their changes along it are equal too:

−S_a dT − P_a dE_t = −S_b dT − P_b dE_t.

Rearranging gives

S_b − S_a = −(P_b − P_a) dE_t/dT.   (14)

An isothermal field sweep across the line must include this entropy jump besides the integral of ∂P/∂T over the smooth parts. If the jump is left out, the temperature change is wrong even when the heat capacity is treated correctly. Equality of the end-state entropies still holds if the transition proceeds reversibly.

## Second half: Landau theory and a worked example

### 10. Symbols and results carried over

T is temperature, E the internal field, P the polarization along it, and S the entropy per volume. C_E is the heat capacity per volume at constant field. A reversible change without heat exchange takes the state (T1,E1) to (T2,E2), with θ = T2 − T1, and ΔS is the isothermal entropy change at T1. The first half gave

dT/dE|_S = −(T/C_E)(∂P/∂T)_E,

(∂C_E/∂E)_T = T (∂²P/∂T²)_E,

θ1 = −T1 ΔS/C_E(T1,E2),

the last being the leading small-change formula. Its next correction is (θ1²/2)[1/T1 − (∂C_E/∂T)/C_E], taken at (T1,E2). The estimate θ_frozen uses C_E(T1,E1) instead.

### 11. The Landau energy and its stable branch

Take a single-domain material with a continuous transition, described in mean-field theory by

g(P;T,E) = g0(T) + a(T − T0)P²/2 + bP⁴/4 − EP,   (15)

with constants a > 0 and b > 0. The function g0 holds the non-polar part, mainly lattice vibrations. The coefficients refer to the chosen mechanical constraint. Fluctuations of P about its mean are neglected, so the immediate neighbourhood of T0 at zero field lies outside the reliable range of the model.

The equilibrium polarization minimizes g. With the abbreviation α = a(T − T0), the condition ∂g/∂P = 0 is

E = αP + bP³.   (16)

The second derivative of g is

κ = α + 3bP²,   (17)

and it is positive at the minimum, except at T = T0 and E = 0, where it vanishes. From equation (16), κ = dE/dP at constant T, so it is also the inverse slope of the polarization curve.

For E > 0 there is one positive solution. If α ≥ 0, the right side of (16) rises steadily from zero. If α < 0, it is negative until P² = −α/b and rises steadily after that. In both cases it passes the value E once. This solution has P parallel to E and is the stable branch used here. At zero field, P = 0 above T0. Below T0 the branch starts from the spontaneous value P² = −α/b, for which κ = −2α > 0.

The heat capacity that belongs with the isothermal entropy change at the starting temperature is the one at the final field, and the Landau energy and its stable branch are now in place. What remains is to derive the entropy and heat capacity from that energy, to compare the estimates in worked examples above and below T0, and to consider the use for a film capacitor.
